# Symmetry Breaking and Self-Trapping in the Adiabatic Two-Site Holstein Model: a program that tests the result

```python
"""
Result under test: in the adiabatic two-site Holstein model with one carrier,
the symmetric state becomes unstable at g_c = sqrt(2*K*t), i.e. E_p = t.
  t  transfer energy          K  stiffness of each local distortion
  g  carrier-lattice coupling x1, x2  local distortions
  E_p = g^2/(2K)  relaxation energy of a carrier locked on one site
  lam = E_p/t     D  site-energy difference (site 1 lower for D > 0)
  q = (x1-x2)/sqrt(2)         M  mass of the distortion coordinate
Hartree atomic units are used throughout.
"""
import numpy as np
from scipy.optimize import minimize, brentq
from scipy.constants import physical_constants as pc

EV = pc["Hartree energy in eV"][0]
AU_TIME = pc["atomic unit of time"][0]

t, K, g, M = 0.01, 0.2, 0.12, 30000.0


def electronic_matrix(x1, x2, g, D=0.0):
    return np.array([[-D / 2 - g * x1, -t], [-t, D / 2 - g * x2]])


def total_energy(x, g):
    elastic = 0.5 * K * (x[0]**2 + x[1]**2)
    return np.linalg.eigvalsh(electronic_matrix(x[0], x[1], g))[0] + elastic


def relax(g):
    """Minimize over both distortions from an asymmetric start."""
    r = minimize(total_energy, [0.8 * g / K, 0.1 * g / K], args=(g,),
                 method="Nelder-Mead",
                 options=dict(xatol=1e-9, fatol=1e-16, maxiter=4000))
    assert r.success
    levels, vec = np.linalg.eigh(electronic_matrix(r.x[0], r.x[1], g))
    return r.x, r.fun, vec[:, 0]**2, levels[1] - levels[0]


def symmetric_hessian(g, step=1e-3):
    """Finite-difference Hessian at equal distortions g/(2K)."""
    x0 = np.full(2, g / (2 * K))
    e = np.eye(2) * step
    hess = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            hess[i, j] = (total_energy(x0 + e[i] + e[j], g)
                          - total_energy(x0 + e[i] - e[j], g)
                          - total_energy(x0 - e[i] + e[j], g)
                          + total_energy(x0 - e[i] - e[j], g)) / (4 * step**2)
    return np.linalg.eigvalsh(hess)


def count_minima(g, D=0.0):
    """Count minima along q with the mean distortion relaxed."""
    q = np.linspace(-1.2, 1.2, 4001)
    x1 = g / (2 * K) + q / np.sqrt(2)
    x2 = g / (2 * K) - q / np.sqrt(2)
    h = np.zeros((q.size, 2, 2))
    h[:, 0, 0] = -D / 2 - g * x1
    h[:, 1, 1] = D / 2 - g * x2
    h[:, 0, 1] = h[:, 1, 0] = -t
    e = np.linalg.eigvalsh(h)[:, 0] + 0.5 * K * (x1**2 + x2**2)
    return int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:])))


def quantum_levels(g, M, nmax, D=0.0):
    """Diagonalize carrier plus quantized q vibration."""
    w = np.sqrt(K / M)
    n = np.arange(nmax)
    ladder = np.diag(np.sqrt(n[1:]), 1)
    qop = (ladder + ladder.T) / np.sqrt(2 * M * w)
    sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
    h = (np.kron(np.eye(2), np.diag(w * (n + 0.5)))
         - t * np.kron(sx, np.eye(nmax))
         - np.kron(sz, g / np.sqrt(2) * qop + D / 2 * np.eye(nmax)))
    levels, vec = np.linalg.eigh(h)
    psi = vec[:, 0].reshape(2, nmax)
    imbalance = np.sum(psi[0]**2) - np.sum(psi[1]**2)
    rms_q = np.sqrt(np.sum((psi @ qop)**2))
    return levels, imbalance, rms_q


# Critical coupling: instability of the symmetric point
g_c = np.sqrt(2 * K * t)
g_c_num = brentq(lambda y: symmetric_hessian(y)[0], 0.03, 0.1, xtol=1e-10)
assert abs(g_c_num / g_c - 1) < 1e-4  # finite-difference truncation
for lam_test in (0.3, 0.6, 0.9, 0.99):
    assert count_minima(g_c * np.sqrt(lam_test)) == 1
for lam_test in (1.01, 1.1, 2.0, 3.6):
    assert count_minima(g_c * np.sqrt(lam_test)) == 2

# Trapped state of the worked example
E_p = g**2 / (2 * K)
lam = E_p / t
m = np.sqrt(1 - 1 / lam**2)
q0 = np.sqrt(2) / g * np.sqrt(E_p**2 - t**2)
E_trap = -E_p - t**2 / (2 * E_p)
E_sym = -t - E_p / 2
barrier = (E_p - t)**2 / (2 * E_p)
x_num, E_num, pop_num, gap_num = relax(g)
E_sym_num = total_energy(np.full(2, g / (2 * K)), g)
assert abs(E_num - E_trap) < 1e-10
assert abs(E_sym_num - E_sym) < 1e-12
assert abs(E_sym_num - E_num - barrier) < 1e-10
assert abs((x_num[0] - x_num[1]) / np.sqrt(2) - q0) < 1e-5
assert np.allclose(x_num, g * pop_num / K, atol=1e-5)
assert abs(pop_num[0] - pop_num[1] - m) < 1e-5
assert abs(gap_num - 2 * E_p) < 1e-6
hess = symmetric_hessian(g)
assert hess[0] < 0 < hess[1]  # one unstable direction: a saddle
assert abs(hess[0] / (K * (1 - lam)) - 1) < 1e-3

# Populations through the threshold
table = []
for lam_test in (0.90, 1.01, 1.10, 1.50, 2.00):
    _, e_min, pop, _ = relax(g_c * np.sqrt(lam_test))
    expected = np.sqrt(max(0.0, 1 - 1 / lam_test**2))
    assert abs(pop[0] - pop[1] - expected) < 1e-4
    table.append((lam_test, pop[0], pop[1]))
    if lam_test == 1.01:
        assert abs((pop[0] - pop[1]) / np.sqrt(2 * 0.01) - 1) < 0.02


# A fully localized carrier gives a threshold that is too high
def locked_minus_symmetric(y):
    locked = minimize(lambda x: 0.5 * K * x[0]**2 - y * x[0], [0.1],
                      method="Nelder-Mead",
                      options=dict(xatol=1e-9, fatol=1e-16)).fun
    return locked - total_energy(np.full(2, y / (2 * K)), y)


g_locked = brentq(locked_minus_symmetric, 0.05, 0.15)
assert abs(g_locked / np.sqrt(4 * K * t) - 1) < 1e-6
g_mid = g_c * np.sqrt(1.5)
assert locked_minus_symmetric(g_mid) > 0
assert relax(g_mid)[1] < total_energy(np.full(2, g_mid / (2 * K)), g_mid)

# Inequivalent sites: onset of a second minimum
D_example = 0.01
E_p_bias = (t**(2 / 3) + (D_example / 2)**(2 / 3))**1.5
g_bias = np.sqrt(2 * K * E_p_bias)
low, high = 0.05, 0.15
assert count_minima(low, D_example) == 1 and count_minima(high, D_example) == 2
for _ in range(25):
    mid = (low + high) / 2
    if count_minima(mid, D_example) == 2:
        high = mid
    else:
        low = mid
g_bias_num = (low + high) / 2
assert abs(g_bias_num / g_bias - 1) < 1e-3  # grid resolution
D_max = 2 * (E_p**(2 / 3) - t**(2 / 3))**1.5
assert count_minima(g, 0.99 * D_max) == 2
assert count_minima(g, 1.01 * D_max) == 1

# Soft-mode laws, tested with very heavy quantum nuclei
w_slow = 0.002 * t
M_heavy = K / w_slow**2
below, _, _ = quantum_levels(g_c * np.sqrt(0.5), M_heavy, 100)
above, _, _ = quantum_levels(g_c * np.sqrt(1.5), M_heavy, 450)
soft_below = (below[1] - below[0]) / w_slow
soft_above = (above[2] - above[0]) / w_slow  # level 1 is the mirror partner
assert abs(soft_below / np.sqrt(1 - 0.5) - 1) < 0.01
assert abs(soft_above / np.sqrt(1 - 1 / 1.5**2) - 1) < 0.01

# Quantum nuclei in the worked example
w = np.sqrt(K / M)
levels, imbalance, rms_q = quantum_levels(g, M, 120)
splitting = levels[1] - levels[0]
check = quantum_levels(g, M, 90)[0]
assert abs((check[1] - check[0]) / splitting - 1) < 1e-5
assert abs(imbalance) < 1e-6
assert abs(rms_q / q0 - 1) < 0.05  # zero-point spread is included
assert 1e-12 < splitting < 0.01 * w
D_pin = 4e-5
_, pinned, _ = quantum_levels(g, M, 120, D_pin)
assert D_pin > 10 * splitting
assert abs(pinned - m) < 0.03  # zero-point averaging lowers it slightly
transfer_time = np.pi / splitting * AU_TIME

print("INPUTS")
print(f"transfer energy t = {t:.4f} hartree")
print(f"stiffness K = {K:.3f} hartree/bohr^2")
print(f"coupling g = {g:.4f} hartree/bohr")
print(f"mode mass M = {M:.0f} electron masses")
print("THRESHOLD")
print(f"critical coupling, formula = {g_c:.6f} hartree/bohr")
print(f"critical coupling, Hessian = {g_c_num:.6f} hartree/bohr")
print(f"threshold if fully localized = {g_locked:.6f} hartree/bohr")
print("lambda, population site 1, population site 2 (numerical)")
for row in table:
    print(f"  {row[0]:.2f}  {row[1]:.4f}  {row[2]:.4f}")
print("TRAPPED STATE")
print(f"relaxation energy E_p = {E_p:.5f} hartree = {E_p*EV:.3f} eV")
print(f"lambda = {lam:.3f} (dimensionless)")
print(f"population difference m = {m:.4f} (dimensionless)")
print(f"populations = {pop_num[0]:.4f}, {pop_num[1]:.4f}")
print(f"distortions x1, x2 = {x_num[0]:.4f}, {x_num[1]:.4f} bohr")
print(f"antisymmetric distortion q0 = {q0:.4f} bohr")
print(f"trapped energy, formula = {E_trap:.6f} hartree")
print(f"trapped energy, minimized = {E_num:.6f} hartree")
print(f"symmetric energy = {E_sym:.6f} hartree")
print(f"barrier = {barrier:.6f} hartree = {barrier*EV:.4f} eV")
print(f"vertical gap = {gap_num:.5f} hartree = {gap_num*EV:.3f} eV")
print("INEQUIVALENT SITES")
print(f"example site-energy difference D = {D_example:.4f} hartree")
print(f"second-minimum coupling, formula = {g_bias:.5f} hartree/bohr")
print(f"second-minimum coupling, grid = {g_bias_num:.5f} hartree/bohr")
print(f"largest D at g = {D_max:.5f} hartree = {D_max*EV:.3f} eV")
print("QUANTUM NUCLEI")
print(f"soft mode/omega at lambda 0.5 = {soft_below:.4f}")
print(f"  adiabatic law = {np.sqrt(0.5):.4f}")
print(f"well mode/omega at lambda 1.5 = {soft_above:.4f}")
print(f"  adiabatic law = {np.sqrt(1-1/1.5**2):.4f}")
print(f"bare vibrational quantum = {w:.6f} hartree")
print(f"ground-state population difference = {abs(imbalance):.4f}")
print(f"rms q in ground state = {rms_q:.4f} bohr")
print(f"tunnel splitting = {splitting:.3e} hartree")
print(f"site-to-site transfer time = {transfer_time:.3e} s")
print(f"pinning difference D = {D_pin:.1e} hartree")
print(f"pinned population difference = {pinned:.4f}")
print("success")
```

Printed output:

```
INPUTS
transfer energy t = 0.0100 hartree
stiffness K = 0.200 hartree/bohr^2
coupling g = 0.1200 hartree/bohr
mode mass M = 30000 electron masses
THRESHOLD
critical coupling, formula = 0.063246 hartree/bohr
critical coupling, Hessian = 0.063246 hartree/bohr
threshold if fully localized = 0.089443 hartree/bohr
lambda, population site 1, population site 2 (numerical)
  0.90  0.5000  0.5000
  1.01  0.5702  0.4298
  1.10  0.7083  0.2917
  1.50  0.8727  0.1273
  2.00  0.9330  0.0670
TRAPPED STATE
relaxation energy E_p = 0.03600 hartree = 0.980 eV
lambda = 3.600 (dimensionless)
population difference m = 0.9606 (dimensionless)
populations = 0.9803, 0.0197
distortions x1, x2 = 0.5882, 0.0118 bohr
antisymmetric distortion q0 = 0.4076 bohr
trapped energy, formula = -0.037389 hartree
trapped energy, minimized = -0.037389 hartree
symmetric energy = -0.028000 hartree
barrier = 0.009389 hartree = 0.2555 eV
vertical gap = 0.07200 hartree = 1.959 eV
INEQUIVALENT SITES
example site-energy difference D = 0.0100 hartree
second-minimum coupling, formula = 0.09124 hartree/bohr
second-minimum coupling, grid = 0.09124 hartree/bohr
largest D at g = 0.03133 hartree = 0.853 eV
QUANTUM NUCLEI
soft mode/omega at lambda 0.5 = 0.7075
  adiabatic law = 0.7071
well mode/omega at lambda 1.5 = 0.7437
  adiabatic law = 0.7454
bare vibrational quantum = 0.002582 hartree
ground-state population difference = 0.0000
rms q in ground state = 0.4136 bohr
tunnel splitting = 1.149e-07 hartree
site-to-site transfer time = 6.615e-10 s
pinning difference D = 4.0e-05 hartree
pinned population difference = 0.9554
success
```
